# Landau well depth of PbTiO3 and the barrier to bulk reversal: a program that tests the result

```python
# Result under test: the sextic Landau energy of PbTiO3,
#   G(P) = a1 P^2 + a11 P^4 + a111 P^6   (J/m^3, P in C/m^2),
# has at 25 C a well depth a111*c*Ps^4, c = 2 Ps^2 + a11/a111, near 30 meV
# per cell. Bulk reversal nevertheless has a barrier that grows with size:
# volume times depth (uniform) or area times wall energy (domain walls).
# Ps: spontaneous polarization; g: gradient coefficient in (g/2)|grad P|^2;
# b: edge of a cube with the cell volume; kT: thermal energy.
# Landau, elastic and electrostrictive coefficients: published inputs.
# Cell edges, g, background permittivity, attempt rate: rough inputs.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_banded, eigh_tridiagonal
from scipy.optimize import minimize_scalar, brentq

eV = const.e
room = 298.15
T_cw = 479.0 + 273.15
slope = 3.8e5
a11, a111 = -7.3e7, 2.6e8
a12, a112, a123 = 7.5e8, 6.1e8, -3.7e9
cell_a, cell_c = 0.390e-9, 0.415e-9
g = 1.0e-10
eps_background = 7.0
attempt_rate = 1.0e12
field = 1.0e7
cube_edge = 10e-9
ten_years = 10 * const.year

volume = cell_a**2 * cell_c
b = volume**(1 / 3)
kT = const.k * room
a1 = slope * (room - T_cw)


def G(P, quadratic=a1):
    return quadratic * P**2 + a11 * P**4 + a111 * P**6


def dG(P):
    return 2 * a1 * P + 4 * a11 * P**3 + 6 * a111 * P**5


def d2G(P):
    return 2 * a1 + 12 * a11 * P**2 + 30 * a111 * P**4


# Well depth: closed form against direct minimization
Ps = np.sqrt((-a11 + np.sqrt(a11**2 - 3 * a1 * a111)) / (3 * a111))
c = 2 * Ps**2 + a11 / a111
depth = a111 * c * Ps**4
found = minimize_scalar(G, bounds=(0.3, 1.1), method="bounded",
                        options={"xatol": 1e-10})
assert abs(found.x / Ps - 1) < 1e-6
assert abs(-found.fun / depth - 1) < 1e-10
cell_depth = volume * depth


# Temperature at which depth per cell equals kT, and the phase transition
def depth_at(T):
    q = slope * (T - T_cw)
    r = minimize_scalar(lambda P: G(P, q), bounds=(0.3, 1.1),
                        method="bounded", options={"xatol": 1e-10})
    return -r.fun


T_cross = brentq(lambda T: volume * depth_at(T) - const.k * T, 250, 700)
T_transition = T_cw + a11**2 / (4 * a111 * slope)
T_numeric = brentq(depth_at, T_cw, 768.0)
assert abs(T_numeric - T_transition) < 1e-3
assert T_transition - T_cross > 100

# One cell among neighbours fixed at +Ps: does a second well exist?
P_scan = np.linspace(-1.1, 1.1, 4401)


def count_minima(values):
    return int(np.sum((values[1:-1] < values[:-2])
                      & (values[1:-1] < values[2:])))


wells_free = count_minima(G(P_scan))
wells_held = count_minima(G(P_scan) + 3 * g / b**2 * (P_scan - Ps)**2)
lowest_curvature = 2 * a1 - 6 * a11**2 / (5 * a111)
assert abs(np.min(d2G(P_scan)) / lowest_curvature - 1) < 1e-5
g_single_well = -lowest_curvature * b**2 / 6
assert wells_free == 2 and wells_held == 1 and g > g_single_well
flip_cost = volume * 3 * g / b**2 * (2 * Ps)**2


# Monte Carlo at room temperature, with and without coupling of cells
def monte_carlo(gradient, seed, edge=6, sweeps=4000):
    rng = np.random.default_rng(seed)
    P = np.full((edge,) * 3, Ps)
    parity = np.indices(P.shape).sum(axis=0) % 2
    means, negative = [], []
    for sweep in range(sweeps):
        for colour in (0, 1):
            near = sum(np.roll(P, s, axis=k)
                       for k in range(3) for s in (-1, 1))
            trial = P + rng.uniform(-0.45, 0.45, P.shape)
            change = G(trial) - G(P) + gradient / (2 * b**2) * (
                6 * (trial**2 - P**2) - 2 * (trial - P) * near)
            chance = np.exp(-np.maximum(volume * change / kT, 0))
            accept = (rng.random(P.shape) < chance) & (parity == colour)
            P = np.where(accept, trial, P)
        if sweep >= sweeps // 4:
            means.append(P.mean())
            negative.append(np.mean(P < 0))
    return np.mean(means), np.min(means), np.mean(negative)


free_mean, free_low, free_negative = monte_carlo(0.0, 11)
held_mean, held_low, held_negative = monte_carlo(g, 12)
assert abs(free_mean) < 0.05 and 0.4 < free_negative < 0.6
assert held_low > 0.5 * Ps and held_negative < 0.01


# Coherent block: relaxation rate from the diffusion (Smoluchowski) operator
def reversal_rate(cells):
    grid = np.linspace(-1.1, 1.1, 441)
    hop = 1 / (cells * (grid[1] - grid[0])**2)
    U = cells * volume * G(grid) / kT
    diagonal = np.zeros(len(grid))
    diagonal[:-1] += hop * np.exp(-(U[1:] - U[:-1]) / 2)
    diagonal[1:] += hop * np.exp((U[1:] - U[:-1]) / 2)
    values = eigh_tridiagonal(diagonal, np.full(len(grid) - 1, -hop),
                              eigvals_only=True, select="i",
                              select_range=(0, 1))
    return values[1] / 2


rate_slope = np.log(reversal_rate(8) / reversal_rate(16)) / 8
# 3 percent allows for the finite-barrier correction to the exponential law
assert abs(rate_slope / (cell_depth / kT) - 1) < 0.03

# Domain-wall energy: closed form against a relaxed wall profile
root = np.sqrt(Ps**2 + c)
log_part = np.arcsinh(Ps / np.sqrt(c))
wall = np.sqrt(2 * g * a111) / 4 * (
    Ps * root * (2 * Ps**2 - c) + c * log_part * (4 * Ps**2 + c))
half_width = Ps * np.sqrt(g / (2 * depth))


def relaxed_wall(step, count):
    P = Ps * np.tanh(step * np.arange(count + 1) / half_width)
    P[-1] = Ps
    for _ in range(40):
        inner = P[1:-1]
        force = dG(inner) - g * (P[2:] - 2 * inner + P[:-2]) / step**2
        bands = np.full((3, count - 1), -g / step**2)
        bands[1] = d2G(inner) + 2 * g / step**2
        P[1:-1] -= solve_banded((1, 1), bands, force)
    inner = P[1:-1]
    force = dG(inner) - g * (P[2:] - 2 * inner + P[:-2]) / step**2
    assert np.max(np.abs(force)) < 10 and np.all(np.diff(P) > -1e-9)
    excess = G(P) - G(Ps)
    local = step * (excess.sum() - (excess[0] + excess[-1]) / 2)
    return 2 * (local + g / 2 * np.sum(np.diff(P)**2) / step)


assert abs(relaxed_wall(0.01e-9, 600) / wall - 1) < 1e-3
wall_lattice = relaxed_wall(b, 20)

# Barriers of a periodic cube, by uniform reversal and by two flat walls
uniform_cube = depth * cube_edge**3
walls_cube = 2 * wall * cube_edge**2
edge_cross = 2 * wall / depth
assert walls_cube < uniform_cube
log_wait = walls_cube / (kT * np.log(10)) - np.log10(attempt_rate)

# Spherical nucleus in a field
radius = wall / (Ps * field)
nucleus = 4 * np.pi * wall**3 / (3 * Ps**2 * field**2)


def sphere_energy(R, E):
    return 4 * np.pi * R**2 * wall - 8 * np.pi / 3 * R**3 * Ps * E


R_scan = np.linspace(0, 3 * radius, 30001)
energies = sphere_energy(R_scan, field)
assert abs(R_scan[np.argmax(energies)] / radius - 1) < 1e-3
assert abs(energies.max() / nucleus - 1) < 1e-6
assert np.all(np.diff(sphere_energy(R_scan, 0.0)) > 0)

# Intrinsic coercive field: vanishing curvature against a direct scan
P_turn = np.sqrt((-3 * a11 + np.sqrt(9 * a11**2 - 15 * a1 * a111))
                 / (15 * a111))
coercive = -dG(P_turn)
assert abs(np.max(-dG(np.linspace(0, Ps, 20001))) / coercive - 1) < 1e-6


# Rotation of P: lowest pass between tetragonal wells
def G3(x, y, z):
    X, Y, Z = x**2, y**2, z**2
    return (a1 * (X + Y + Z) + a11 * (X**2 + Y**2 + Z**2)
            + a12 * (X * Y + Y * Z + Z * X) + a111 * (X**3 + Y**3 + Z**3)
            + a112 * (X**2 * (Y + Z) + Y**2 * (X + Z) + Z**2 * (X + Y))
            + a123 * X * Y * Z)


A, B, C = 2 * a1, 2 * a11 + a12, 2 * a111 + 2 * a112
p_saddle = np.sqrt((-B + np.sqrt(B**2 - 3 * A * C)) / (3 * C))
G_saddle = G3(p_saddle, 0.0, p_saddle)
p_grid = np.linspace(0, 1, 1001)[:, None]
ratio_grid = np.linspace(0, 1, 201)[None, :]
surface = G3(p_grid, p_grid * ratio_grid, p_grid)
assert abs(surface.min() / G_saddle - 1) < 1e-4
full = np.linspace(-1.1, 1.1, 89)
assert G3(*np.meshgrid(full, full, full)).min() >= -depth * (1 + 1e-9)
rotation = depth + G_saddle
assert 0 < rotation < depth

# Clamped lattice: spontaneous strain frozen while P reverses
Q11, Q12, s11, s12 = 0.089, -0.026, 8.0e-12, -2.5e-12
compliance = np.full((3, 3), s12) + (s11 - s12) * np.eye(3)
stiffness = np.linalg.inv(compliance)
Q = np.array([Q12, Q12, Q11])
mismatch = Q[:, None] * (Ps**2 - P_scan**2)
clamped = G(P_scan) + 0.5 * np.einsum("in,ij,jn->n", mismatch,
                                      stiffness, mismatch)
strain = Q * Ps**2
elastic = ((s11 + s12) * strain[2]**2 - 4 * s12 * strain[0] * strain[2]
           + 2 * s11 * strain[0]**2) / (
               2 * (s11 - s12) * (s11 + 2 * s12))
between = np.abs(P_scan) <= Ps
top = np.argmax(np.where(between, clamped, -np.inf))
assert abs(P_scan[top]) < 1e-3
assert abs((clamped[top] + depth) / (depth + elastic) - 1) < 1e-6

# Depolarization of a reversed sphere: Coulomb integral over its surface
eps = const.epsilon_0 * eps_background
field_in = quad(lambda t: 2 * Ps * np.cos(t)**2 * np.sin(t) / (2 * eps),
                0, np.pi)[0]
depolarization = (2 * Ps)**2 / (6 * eps)
assert abs(0.5 * 2 * Ps * field_in / depolarization - 1) < 1e-10

cells_straight = np.log(attempt_rate * ten_years) * kT / cell_depth
cells_rotation = (np.log(attempt_rate * ten_years) * kT
                  / (volume * rotation))
meV = 1e-3 * eV


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("temperature", room, "K", 5)
show("Curie-Weiss temperature", T_cw, "K", 5)
show("slope of a1", slope, "J m/(C^2 K)")
show("a1 at 25 C", a1, "J m/C^2")
show("a11", a11, "J m^5/C^4")
show("a111", a111, "J m^9/C^6")
show("cell edge a", cell_a * 1e9, "nm")
show("cell edge c", cell_c * 1e9, "nm")
show("cell volume", volume * 1e27, "nm^3")
show("equal-volume cube edge b", b * 1e9, "nm")
show("Ps^2", Ps**2, "C^2/m^4")
show("Ps", Ps * 100, "uC/cm^2")
show("c in factorized energy", c, "C^2/m^4")
show("well depth", depth / 1e6, "MJ/m^3")
show("well depth per cell", cell_depth / meV, "meV")
show("kT", kT / meV, "meV")
show("depth per cell / kT", cell_depth / kT)
show("depth per cell equals kT at", T_cross, "K")
show("transition temperature", T_transition, "K")
show("gradient coefficient g", g, "J m^3/C^2")
show("g needed for single well", g_single_well, "J m^3/C^2", 3)
print("wells of a cell, free / held:", wells_free, "/", wells_held)
show("gradient cost of one flipped cell", flip_cost / eV, "eV", 3)
show("MC mean P, uncoupled", free_mean * 100, "uC/cm^2", 2)
show("MC mean P, coupled", held_mean * 100, "uC/cm^2", 3)
show("MC lowest lattice mean, coupled", held_low * 100, "uC/cm^2", 3)
show("MC negative fraction, uncoupled", free_negative, "", 3)
show("MC negative fraction, coupled", held_negative, "", 3)
show("rate exponent per added cell", rate_slope)
show("attempt rate", attempt_rate, "1/s")
show("ten-year block, straight", cells_straight, "cells", 3)
show("ten-year block, rotation", cells_rotation, "cells", 3)
show("ten-year edge, rotation", b * cells_rotation**(1/3) * 1e9, "nm", 3)
show("wall energy", wall * 1e3, "mJ/m^2")
show("wall half-width", half_width * 1e9, "nm", 3)
show("wall energy on lattice", wall_lattice * 1e3, "mJ/m^2")
show("edge where walls become cheaper", edge_cross * 1e9, "nm", 3)
show("cube edge", cube_edge * 1e9, "nm")
show("cube barrier, uniform", uniform_cube / eV, "eV")
show("cube barrier, two walls", walls_cube / eV, "eV")
show("two-wall barrier / kT", walls_cube / kT)
show("log10(two-wall waiting time / s)", log_wait)
show("applied field", field / 1e8, "MV/cm")
show("critical nucleus radius", radius * 1e9, "nm", 3)
show("critical nucleus barrier", nucleus / eV, "eV", 3)
show("intrinsic coercive field", coercive / 1e8, "MV/cm", 3)
show("a12", a12, "J m^5/C^4")
show("a112", a112, "J m^9/C^6")
show("a123", a123, "J m^9/C^6")
show("rotation barrier per cell", volume * rotation / meV, "meV", 3)
print(f"Q11, Q12: {Q11:.3f}, {Q12:.3f} m^4/C^2")
print(f"s11, s12: {s11:.2e}, {s12:.2e} 1/Pa")
show("elastic addition per cell", volume * elastic / meV, "meV", 3)
show("clamped barrier per cell", volume * (depth + elastic) / meV,
     "meV", 3)
show("background permittivity", eps_background)
show("depolarization per flipped cell", volume * depolarization / eV,
     "eV", 3)
print("all tests passed")
```

It prints:

```
temperature: 298.15 K
Curie-Weiss temperature: 752.15 K
slope of a1: 3.8e+05 J m/(C^2 K)
a1 at 25 C: -1.725e+08 J m/C^2
a11: -7.3e+07 J m^5/C^4
a111: 2.6e+08 J m^9/C^6
cell edge a: 0.39 nm
cell edge c: 0.415 nm
cell volume: 0.06312 nm^3
equal-volume cube edge b: 0.3982 nm
Ps^2: 0.5731 C^2/m^4
Ps: 75.7 uC/cm^2
c in factorized energy: 0.8654 C^2/m^4
well depth: 73.91 MJ/m^3
well depth per cell: 29.12 meV
kT: 25.69 meV
depth per cell / kT: 1.133
depth per cell equals kT at: 318.2 K
transition temperature: 765.6 K
gradient coefficient g: 1e-10 J m^3/C^2
g needed for single well: 9.77e-12 J m^3/C^2
wells of a cell, free / held: 2 / 1
gradient cost of one flipped cell: 1.71 eV
MC mean P, uncoupled: -0.42 uC/cm^2
MC mean P, coupled: 70.9 uC/cm^2
MC lowest lattice mean, coupled: 65.7 uC/cm^2
MC negative fraction, uncoupled: 0.504
MC negative fraction, coupled: 0
rate exponent per added cell: 1.131
attempt rate: 1e+12 1/s
ten-year block, straight: 41.6 cells
ten-year block, rotation: 74.7 cells
ten-year edge, rotation: 1.68 nm
wall energy: 130.4 mJ/m^2
wall half-width: 0.623 nm
wall energy on lattice: 128.4 mJ/m^2
edge where walls become cheaper: 3.53 nm
cube edge: 10 nm
cube barrier, uniform: 461.3 eV
cube barrier, two walls: 162.7 eV
two-wall barrier / kT: 6333
log10(two-wall waiting time / s): 2739
applied field: 0.1 MV/cm
critical nucleus radius: 17.2 nm
critical nucleus barrier: 1.01e+03 eV
intrinsic coercive field: 1.61 MV/cm
a12: 7.5e+08 J m^5/C^4
a112: 6.1e+08 J m^9/C^6
a123: -3.7e+09 J m^9/C^6
rotation barrier per cell: 16.2 meV
Q11, Q12: 0.089, -0.026 m^4/C^2
s11, s12: 8.00e-12, -2.50e-12 1/Pa
elastic addition per cell: 64.2 meV
clamped barrier per cell: 93.3 meV
background permittivity: 7
depolarization per flipped cell: 2.43 eV
all tests passed
```
